# Displaced-Atom Depth Profiles from Channelling Spectra by Inward Marching

A simulation of annealing after implantation needs a starting profile of displaced atoms. Suppose the aligned backscattering yield behind the implanted layer stays well above that of perfect crystal. Should the simulation start with damage there? In the silicon example below, the simplest reading of the spectra puts 15 % displaced atoms beyond 500 nm, where the true profile is practically zero, and overstates the total damage, summed to about 600 nm, by 34 %. The scheme that avoids this follows from finding where the false damage comes from.

## What the simple reading counts twice

Let $\chi(x)$ be the aligned yield divided by the random yield for scattering at depth $x$, and $\chi_V(x)$ the same ratio for unimplanted crystal. Let $n(x)$ be the fraction of atoms displaced, and $N$ the atomic density. The beam is split into two parts: a random fraction $\chi_R$, which meets all atoms, and a channelled fraction $1-\chi_R$, which meets displaced atoms alone. Displaced atoms are assumed to be randomly placed in a uniform channelled flux. Then

$$\chi=\chi_R+(1-\chi_R)n,\qquad 1-\chi=(1-\chi_R)(1-n).$$

Displaced atoms above $x$ have also deflected ions out of the channels. Let

$$\nu(x)=N\int_0^x n(x')\,dx'$$

be the displaced atoms per area already passed, and $G(\nu)$ the fraction of the channelled beam that survives them, with $G(0)=1$. If this loss acts independently of the loss in perfect crystal, the surviving fractions multiply: $1-\chi_R=(1-\chi_V)G$. Dividing out the virgin part gives

$$R\equiv\frac{1-\chi}{1-\chi_V}=(1-n)\,G(\nu).\tag{1}$$

The simple reading sets $G=1$ and reports $1-R$. By (1),

$$1-R=1-(1-n)G=n+(1-n)(1-G).$$

The second term is the false damage. It vanishes in a fully amorphous layer, where $n=1$, and is largest behind the damage, where $n=0$ and it equals $1-G$. The raised yield there is the shadow of damage higher up.

Equation (1) has two unknowns at each depth, but $\nu$ depends on shallower damage. Solving (1) for $n$ and using $d\nu/dx=Nn$,

$$\frac{d\nu}{dx}=N\left[1-\frac{R(x)}{G(\nu)}\right],\qquad \nu(0)=0.\tag{2}$$

This is a first-order equation with a known starting value, so it can be marched inward from the surface.

## The survival function, first attempt

An ion of energy $E$ passes a displaced atom at impact parameter $b$. With Molière screening,

$$V(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0 r}\sum_i\alpha_i e^{-\kappa_i r},\qquad \kappa_i=\beta_i/a,$$

where $\alpha=(0.10,0.55,0.35)$, $\beta=(6,1.2,0.3)$ and $a$ is the Thomas–Fermi length of the target atom. For small deflections the path is nearly straight, and the transverse impulse is $\Delta p=-(1/v)\,\partial_b\int V\,dz$. Since $\int e^{-\kappa r}r^{-1}dz=2K_0(\kappa b)$ and $K_0'=-K_1$,

$$\Delta p=\frac{2Z_1Z_2e^2}{4\pi\varepsilon_0 v}\sum_i\alpha_i\kappa_iK_1(\kappa_ib).$$

Dividing by $p$ and using $pv=2E$,

$$\theta(b)=D\sum_i\alpha_i\kappa_iK_1(\kappa_ib),\qquad D=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0E}.\tag{3}$$

For $b\ll a$, $K_1(\kappa b)\to1/(\kappa b)$ and $\theta\to D/b$, the unscreened result.

An ion is held between atomic rows while its angle to them is below a critical angle $\psi_c$. The potential of a row of spacing $d$, averaged along the row, has the scale $ED/d$. Equating the transverse energy $E\psi^2$ to twice this scale gives Lindhard's angle $\psi_c=\sqrt{2D/d}$, adopted here. It is an estimate of the barrier, a point that will matter.

For 2 MeV He along ⟨100⟩ silicon, $D=2.016\times10^{-5}$ nm. The row spacing is the cubic cell edge, $d=(8/49.94)^{1/3}=0.543$ nm, so $\psi_c=8.62$ mrad, or 0.494°. Solving $\theta(b_c)=\psi_c$ gives $b_c=0.00224$ nm. Integrating the trajectory at this $b_c$ in the fixed potential gives 0.9994 of the angle from (3).

If one collision decides the matter, each displaced atom removes the ions that pass within $b_c$:

$$\sigma_D=\pi b_c^2=1.58\times10^{-5}\ \text{nm}^2,\qquad G=e^{-\sigma_D\nu}.$$

Equation (2) then becomes linear. Since $nG=G-R$ by (1), and with $\mu=N\sigma_D$,

$$\frac{dG}{dx}=-\sigma_DNnG=\mu(R-G).$$

Multiplying by $e^{\mu x}$ and integrating from $G(0)=1$,

$$G(x)=e^{-\mu x}+\mu\int_0^xe^{-\mu(x-x')}R(x')\,dx'.\tag{4}$$

Equation (4) is convenient, but the exponential law fails in the example.

## Many small kicks

The profile to be recovered is a Gaussian with peak 0.70 at 250 nm and standard deviation 70 nm. It holds 6133 displaced atoms per nm². Collisions too weak to eject an ion singly then add up.

Treat the angle as a two-dimensional vector. Kicks have random azimuth, so a kick of size $\theta$ has the characteristic function $J_0(k\theta)$. The number of collisions between $b$ and $b+db$ is Poisson distributed with mean $\nu\,2\pi b\,db$. Such a set contributes a factor $\exp\{-\nu\,2\pi b\,db\,[1-J_0(k\theta)]\}$, and independent sets multiply. With a Gaussian beam divergence $s$ per axis, the angular distribution has the characteristic function

$$\Phi(k)=e^{-s^2k^2/2-\nu\Omega(k)},\qquad \Omega(k)=2\pi\int b\,[1-J_0(k\theta(b))]\,db.$$

The angular density is $f(\phi)=(2\pi)^{-1}\int_0^\infty kJ_0(k\phi)\Phi(k)\,dk$. Integrating it over the disc $\phi<\psi_c$ with $\int_0^{\psi_c}\phi J_0(k\phi)\,d\phi=\psi_cJ_1(k\psi_c)/k$ gives

$$G(\nu)=\int_0^\infty\psi_cJ_1(\psi_ck)\,e^{-s^2k^2/2-\nu\Omega(k)}\,dk.\tag{5}$$

An ion counts as channelled according to its present angle, so it may return after leaving. The energy is held at its initial value. The divergence is $s=0.5$ mrad, small enough that $G(0)=1$ to the accuracy needed, and the $b$ integral is cut at 0.08 nm. Extending the cut lowers $G$ behind the full profile by about 0.001. Using Lindhard's two-atom screening length in place of $a$ raises it by about 0.008. The ZBL universal screening function leaves $\sigma_D$ almost unchanged but raises $G$ there by about 0.011, worth about 2 % in the recovered area, so the third digit of $G$ belongs to the chosen potential.

For small $\nu$ at most one collision matters and (5) must return $1-\sigma_D\nu$. The computed initial slope is 1.017 times $\sigma_D$. Beam divergence and the finite interval used for the slope both act to raise it; their shares were not separated.

The whole curve was tested against a simulation that adds individual kicks for 100 000 ions:

| $\nu$ (nm⁻²) | $G$ from (5) | simulated | $e^{-\sigma_D\nu}$ |
|---|---|---|---|
| 1533 | 0.972 | 0.972 | 0.976 |
| 3066 | 0.936 | 0.937 | 0.953 |
| 6133 | 0.845 | 0.846 | 0.908 |

The largest gap between (5) and the simulation is 0.0009, comparable with the statistical error of about 0.001. Behind the full profile the loss from (5) is 0.155, while single scattering predicts 0.092. For damage this heavy the march must therefore accept a general $G$. For light damage the exponential law is close. With the peak lowered to 0.1, it overstates the total damage summed to 600 nm by about 2 % on noise-free data, while the uncorrected reading still overstates it by 29 %.

## Updating before separating

Divide the depth into slabs of thickness $h$, with mean ratio $R_i$ in slab $i$. The direct recipe takes $G$ at the slab's near edge, finds $n_i$, then updates $\nu$. That $G$ omits the damage in the slab itself. It is too large by about $|G'|Nnh/2$, where $G'=dG/d\nu$. Since $\delta n=(R/G^2)\,\delta G$ and $R/G=1-n$,

$$\delta n\approx n(1-n)\frac{|G'|}{G}\frac{Nh}{2}>0,$$

an error of first order in $h$, made within each slab. It accumulates in $\nu$, and behind the damage the excess $\nu$ lowers $G$ and turns the error in $n$ slightly negative. Using the middle of the slab removes it:

$$\nu_i=\nu_{i-1}+Nh\left[1-\frac{R_i}{G\big(\tfrac12(\nu_{i-1}+\nu_i)\big)}\right].\tag{6}$$

The unknown $\nu_i$ stands on both sides, but $n_i$ does not appear. The measured $R_i$ thus fixes the dechannelling first, and the direct scattering is separated afterwards with $n_i=1-R_i/G_{\rm mid}$. Replacing slab means by midpoint values, and the mean of a product of smooth functions by the product of means, costs terms of order $h^2$ in $n$. The accumulated error in $\nu$ is then also of order $h^2$.

Equation (6) is solved by inserting a trial $\nu_i$ on the right and repeating. Differentiating the right side with respect to $\nu_i$, each pass multiplies the error by a factor of magnitude

$$\frac{Nh}{2}(1-n)\frac{|G'|}{G}.$$

Between $\nu=4600$ and $\nu=6133$ nm⁻², $G$ falls from 0.893 to 0.845, so $|G'|/G\approx3.6\times10^{-5}$ nm². With $h=10.95$ nm the factor is at most about 0.01, and a few passes suffice.

On noise-free data the measured orders are 2.00 for (6) and 1.02 for the near-edge recipe. With 10 nm slabs the largest errors in $\nu$ are 0.25 and 17.8 nm⁻². The latter is 0.3 % of the total, less than the counting noise found below. At this slab width the better order is thus a cheap safeguard; the choice of $G$ matters far more.

## Stable, yet able to be wrong

Let $\nu$ carry a small error $\delta\nu$ while $R$ is correct. Linearising (2) and using $R/G=1-n$,

$$\frac{d\,\delta\nu}{dx}=\frac{NRG'}{G^2}\,\delta\nu=-N(1-n)\frac{|G'|}{G}\,\delta\nu.\tag{7}$$

Because $G$ falls with $\nu$, the error decays inward. Too much damage near the surface lowers $G$, which lowers the damage found deeper. An error placed at the surface is reduced to 0.494 of its size at 600 nm, both in the march and by integrating (7). In a fully amorphous layer the decay stops. There $R=0$ and $n=1$ for any $G$, so the layer reveals nothing about the loss it causes.

Stability does not cure a wrong $G$. Behind the damage $R$ is constant. With the exponential law, $G-R$ then decays as $e^{-\mu x}$, over a length $1/\mu=1/(49.94\times1.583\times10^{-5})\approx1265$ nm. This exceeds the whole depth analysed, so the false tail $n=1-R/G$ persists.

## From energy channels to slabs

The depth scale comes from energy loss. For elastic scattering through $\vartheta$, with $m=M_1/M_2$ and $K$ the retained energy fraction, energy and momentum conservation give

$$1=K+m\left(1+K-2\sqrt K\cos\vartheta\right).$$

This is quadratic in $\sqrt K$, with positive root

$$\sqrt K=\frac{m\cos\vartheta+\sqrt{1-m^2\sin^2\vartheta}}{1+m}.$$

At 170°, $K=0.566$. Take the stopping power as $S(E)=S_0(E_0/E)^p$, with $S_0=250$ eV/nm at $E_0=2$ MeV and $p=0.38$. Then $E^p\,dE=-S_0E_0^p\,dx$, and on the way in

$$E^{1+p}=E_0^{1+p}-(1+p)S_0E_0^p\,x.$$

The way out obeys the same law, starting at $KE$ with path $x/|\cos\vartheta|$. Near the surface the detected energy falls by

$$KS_0+\frac{S_0K^{-p}}{|\cos\vartheta|}=457\ \text{eV/nm},$$

so a 5 keV channel spans 10.95 nm. Channel edges are converted with the full relation. Dividing spectra taken with equal charge, channel by channel, cancels the solid angle and the scattering cross-section.

The procedure is then:

1. Fit $-\ln(1-\chi_V)$ from the virgin spectrum by a straight line in depth, which suppresses its noise. The synthetic virgin curve below has exactly this form; a quadratic curve with the same total rise would shift the area by about 0.2 % and the angle fitted later by about 1 %.
2. Form $R_i$ in each channel.
3. Solve (6) for $\nu_i$, then compute $n_i$.
4. Move one channel inward.

## Recovery from synthetic spectra

The aligned spectrum was built from the simulated survival, while the inversion used (5). All three spectra were blurred by a detector standard deviation of 6.37 keV, equivalent to 13.9 nm, and given Poisson noise at about 5000 random counts per channel.

Take the channel at 252 nm, with 3715 aligned and 5105 random counts. Then $\chi=0.7277$. The virgin fit gives

$$1-\chi_V=(1-0.0366)\,e^{-4.64\times10^{-5}\times252.1}=0.952,$$

hence $R=0.2723/0.952=0.286$. The march has reached $G=0.934$, so $n=1-0.286/0.934=0.694$, against a true 0.699. Setting $G=1$ would give 0.714. The correction, $(1-n)(1-G)$, is small here because most atoms are displaced and $G$ is still close to one. At 448 nm it is decisive: $R=0.825$ reads as 17.5 % damage without correction and 2.6 % with it. The true value is 1.3 %.

Is that last difference noise? For $A$ aligned and $Y$ random counts, $\chi=A/Y$ has variance

$$\chi^2\left(\frac1A+\frac1Y\right)=\frac{\chi(1+\chi)}{Y}.$$

Neglecting the noise carried by $G$ and by the virgin fit,

$$\delta n\approx\frac{1}{(1-\chi_V)G}\sqrt{\frac{\chi(1+\chi)}{Y}}.$$

At 448 nm this is 0.009, so the difference is about 1.4 standard deviations. At the peak the formula gives 0.0175, and 200 repeated pairs of spectra scatter by 0.0173.

The choice of $G$ shows in the integrated damage $\int n\,dx$, whose true value is 122.8 nm:

| survival used | area error | mean $n$ beyond 500 nm |
|---|---|---|
| equation (5) | −0.5 % | 0.000 |
| single scattering | +12.7 % | 0.058 |
| none | +33.9 % | 0.154 |

The recovered area is 122.2 nm, or $6.10\times10^{17}$ displaced atoms per cm². Its counting noise is 0.5 %, with the virgin fit held fixed. Equal charge is assumed: if the aligned spectrum of the implanted sample is normalised 2 % too high, the area rises by 2.3 % and the tail gives no warning. The single-scattering tail is the persistent one predicted above. The areas are summed to about 600 nm, and a false tail makes the error grow with the depth included. On noise-free data the uncorrected error is 23 % at 500 nm and 61 % at 800 nm, and the single-scattering error is 9 % and 22 %.

Resolution leaves a smaller bias. Without noise, the peak slab comes out at 0.686 instead of 0.699. Reducing the detector width to 0.5 keV restores 0.699, which identifies the cause. The march does not undo the blur. The synthetic spectra also use a single silicon mass. In natural silicon the signals of ²⁹Si and ³⁰Si, about 5 % and 3 % of the atoms, appear about 50 and 100 nm shallower than that of ²⁸Si. Including them lowers the noise-free peak to 0.670, and to 0.682 with the sharp detector, while the area changes by about 0.1 %.

## When the survival function is uncertain

So far the inversion has known the physics of its data. The critical angle itself is uncertain: the Molière row potential taken at distance $a$ from the row gives 0.81 of Lindhard's angle. If the true angle is 10 % smaller than assumed, the area to 600 nm comes out 8 % too large; if it is 10 % larger, 6 % too small. At 0.81 of the assumed angle the excess is 18 %. A channelled ion also enters at some distance $r$ from a row and acquires transverse energy. In Lindhard's row potential this corresponds to an angle $\psi_c\sqrt{\tfrac12\ln(1+3a^2/r^2)}$ before any defect is met. It may also fail to return once lost. Including both effects, with loss tested at 40 depth steps, lowers the survival behind the damage from 0.846 to 0.736. Inverting such noise-free data with the original $G$ overstates the area to 600 nm by 23 %. Testing for loss after every collision lowers the survival by a further 0.006. It raises the area error to about 25 % and moves the fitted angle below to about 0.75. These figures add the entrance angle to the kicks as a fixed vector. One can follow the transverse energy instead, with the local angle reduced by the row potential at each collision point. This gives a survival of 0.746, an area error of 21 % and a fitted angle of 0.78.

If the crystal is known to be undamaged at depth, the data can correct this. Adjust $\psi_c$ in (5) until the mean $n$ beyond 500 nm vanishes. This gives 0.767 of the original angle and an area error of 0.15 %. The fitted angle is an effective parameter, and so small an error in one case is no general accuracy. When the original $G$ was right, the same fit to the noisy spectra returned 0.999 of the true angle, with a counting scatter of about 0.01 between repeated spectra. The condition on the crystal is essential: real damage at depth would be explained away as dechannelling. A real $n=0.03$ beyond about 420 nm pulls the fitted angle to 0.89 of the true one and the area to 600 nm 8 % low.

Calibration cannot repair a non-uniform flux. If displaced atoms see $F$ times the mean flux, the close collisions that dominate the loss also become $F$ times as frequent. Then $R\approx(1-Fn)G(F\nu)$, which is the signal of a profile $Fn$ in a uniform flux. With $F=1.2$ the march returns $1.2\,n$: the area is 20 % too large, and the tail gives no warning. Raising the flux only for collisions within 0.01 nm still gives 18 % to 600 nm. If the dechannelling were left unchanged, $R=(1-Fn)G(\nu)$, the error to 600 nm would be 11.7 %, with a negative tail behind the damage that calibration would remove.

## Beside a real measurement

The beam, geometry and damage depth are in the regime of ion-implanted silicon; the stopping and detector values are rough typical ones. The energy has fallen to 1.94 MeV at 250 nm. Using that energy throughout changes the final $G$ from 0.845 to 0.840. If channelled ions lose energy 20 % more slowly on the way in, the depth scale shifts by 15.5 nm at 250 nm, and depth intervals there read about 6 % short. Each channel then collects scattering from a correspondingly thicker layer, so $n$ reads high, about 0.74 at the peak, and the area to 600 nm falls by only about 1 %. Bohr's estimate of energy straggling from that depth is 4.9 keV, comparable with the detector width, so the peak would be blurred further. Of the effects sized so far, two move the area to 600 nm most: the entrance energy together with the loss of returning ions (21 to 25 %) and a flux factor of 1.2 (20 %). The order depends on the depth included and on $F$: for an area summed to 450 nm, the flux factor still gives 20 %, against about 13 % for the loss tested at 40 steps. A true critical angle of 0.81 of Lindhard's is close behind, with 18 % to 600 nm and 9 % to 450 nm.

Two assumptions behind (1) and (5) also have limits. First, $\psi_c$ was held fixed. If a fraction $n$ of atoms has left the rows uniformly, the mean spacing along a row is $d/(1-n)$ and $\psi_c$ scales as $\sqrt{1-n}$, a factor 0.55 at the peak. Inverting such noise-free data with the original $G$ overstates the area to 600 nm by about 5 % if ions may return. Without return, tested every 10 nm and with no entrance energy, the error grows from about 7 % at fixed $\psi_c$ to over 50 %; the latter rises from about 54 % to 62 % as the test step shrinks from 20 to 2.5 nm. Second, scattering in perfect crystal widens the same angular distribution as the defects do, so the two survivals need not multiply. An electronic spread of mean square angle $m_eS_0x/(2M_1E_0)$ lowers the survival ratio at 600 nm from 0.845 to 0.821 and raises the area by about 4 %. If all the virgin loss that grows with depth came from such spreading, the excess would be about 19 %.

The surface peak and any oxide are left out. So are dislocations and strained regions, which can remain after annealing. They bend atomic rows and deflect channelled ions without a matching number of displaced atoms, which breaks the link $d\nu/dx=Nn$ behind (2). The size of that error was not computed. For such samples the profile found here should not be used as a count of displaced atoms without separate evidence on the type of defect.

## Numbers as computed

```
Atomic density N = 49.94 nm^-3; beam energy = 2.00 MeV
Collision length D = 2.0160e-05 nm; screening length = 0.01944 nm
Critical angle psi = 8.616 mrad = 0.494 deg
Beam divergence per axis = 0.50 mrad
Critical impact parameter = 0.00224 nm
Trajectory angle / impulse angle there = 0.99940
Single-scattering sigma_D = 1.5826e-05 nm^2
Initial slope of -G / sigma_D = 1.0169
Displaced atoms in profile = 6133 nm^-2 = 6.133e+17 cm^-2
nu = 1533 nm^-2: G = 0.9718, Monte Carlo = 0.9717, exp(-sigma nu) = 0.9760
nu = 3066 nm^-2: G = 0.9360, Monte Carlo = 0.9369, exp(-sigma nu) = 0.9526
nu = 4600 nm^-2: G = 0.8931, Monte Carlo = 0.8938, exp(-sigma nu) = 0.9298
nu = 6133 nm^-2: G = 0.8451, Monte Carlo = 0.8458, exp(-sigma nu) = 0.9075
Largest gap G to Monte Carlo = 0.0009 (100000 ions)
Order in slab width: updated first = 2.00, old G = 1.02
Max nu error, 10 nm slabs: updated = 0.249, old G = 17.789 nm^-2
Starting error left at 600 nm: marched = 0.4938, formula = 0.4939
Kinematic factor K = 0.5658; surface edge = 1131.6 keV
Stopping at 2 MeV = 250 eV/nm, exponent = 0.38
Loss factor = 456.6 eV/nm; channel = 5.0 keV = 10.95 nm
Detector std = 6.37 keV = 13.9 nm; slabs = 57
Virgin fit: surface chi = 0.0366, rate = 4.64e-05 nm^-1
depth nm | random | aligned | R | G | n found | n true
49.1 | 4973 | 237 | 0.9908 | 0.9998 | 0.0090 | 0.0115
146.1 | 4963 | 1406 | 0.7490 | 0.9925 | 0.2454 | 0.2330
199.4 | 5084 | 2875 | 0.4552 | 0.9733 | 0.5323 | 0.5386
252.1 | 5105 | 3715 | 0.2860 | 0.9344 | 0.6940 | 0.6990
304.4 | 5010 | 3042 | 0.4135 | 0.8892 | 0.5349 | 0.5174
345.8 | 5139 | 2067 | 0.6305 | 0.8640 | 0.2702 | 0.2744
448.0 | 5230 | 1159 | 0.8250 | 0.8468 | 0.0259 | 0.0129
548.2 | 5236 | 1081 | 0.8449 | 0.8462 | 0.0015 | 0.0001
RMS error of n = 0.0117; true area = 122.80 nm
Area found = 122.22 nm
full G: area error = -0.48 %, mean n beyond 500 nm = 0.0002
single scattering: area error = 12.71 %, mean n beyond 500 nm = 0.0582
no dechannelling: area error = 33.91 %, mean n beyond 500 nm = 0.1541
Calibrated psi / true psi from noisy data = 0.999
Noise of n at peak: ensemble = 0.0173, formula = 0.0175
Counting noise of area = 0.47 %
Peak slab without noise: true = 0.6990, blurred = 0.6864, sharp = 0.6986
Entrance energy and no return: survival = 0.7360
  area error = 23.44 %; calibrated = 0.15 % at psi scale 0.767
Flux factor 1.2 on displaced atoms: area error = 11.67 %
Energy at 250 nm = 1.9371 MeV: final G = 0.8397 instead of 0.8451
20 % lower channelled stopping: depth shift at 250 nm = 15.5 nm
Bohr straggling std from 250 nm = 4.93 keV
```
